# Even and Odd Channels of Two Kondo Impurities

## 1. Definitions and conventions

Two spin-1/2 impurities, \(\mathbf S_1\) and \(\mathbf S_2\), sit at \(\mathbf R_{1,2}=\pm\mathbf R/2\) in a three-dimensional band with isotropic dispersion \(\varepsilon_k\), increasing with \(k\). Energies are measured from the Fermi level and \(\hbar=1\). The band operators obey \(\{c_{\mathbf k\sigma},c^\dagger_{\mathbf k'\sigma'}\}=(2\pi)^3\delta(\mathbf k-\mathbf k')\delta_{\sigma\sigma'}\). Each impurity couples to the orbital

\[
\psi_j=\int\!\frac{d^3k}{(2\pi)^3}\,f(k)\,e^{i\mathbf k\cdot\mathbf R_j}c_{\mathbf k},\qquad
\rho(\varepsilon)=\frac{k^2f(k)^2}{2\pi^2\,d\varepsilon/dk},
\]

where \(f\) is real and isotropic and spin indices are suppressed. The density \(\rho\), per spin, includes the form factor. With \(\int\rho\,d\varepsilon=1\) the orbital is normalized and \(J\) is an energy. The interaction is

\[
H_{\rm int}=J\sum_{j=1,2}\mathbf S_j\cdot\psi_j^\dagger\frac{\boldsymbol\sigma}{2}\psi_j ,\qquad J>0\ \text{antiferromagnetic}.
\]

The channel norms will be \(N_{e,o}^2=1\pm s\), with \(s=\sin(kR)/(kR)\). Their difference produces RKKY exchange even if it does not depend on energy. Energy dependence is what permits an antiferromagnetic sign, and its part odd about the Fermi level produces potential scattering in a symmetric flat band. These statements hold at second order in \(J\).

## 2. Exact reduction to two channels

Split the plane waves into cosine and sine parts and collect each energy:

\[
A_\varepsilon=\int\!\frac{d^3k}{(2\pi)^3}\delta(\varepsilon-\varepsilon_k)f\cos\!\frac{\mathbf k\cdot\mathbf R}{2}\,c_{\mathbf k},\quad
B_\varepsilon=i\!\int\!\frac{d^3k}{(2\pi)^3}\delta(\varepsilon-\varepsilon_k)f\sin\!\frac{\mathbf k\cdot\mathbf R}{2}\,c_{\mathbf k}.
\]

Then \(\psi_{1,2}=\int d\varepsilon\,(A_\varepsilon\pm B_\varepsilon)\). The anticommutators need angular averages. With \(\mu\) the cosine of the angle between \(\mathbf k\) and \(\mathbf R\),

\[
\langle\cos\mathbf k\cdot\mathbf R\rangle=\frac12\int_{-1}^{1}e^{ikR\mu}d\mu=\frac{\sin kR}{kR}=s .
\]

The half-angle identities give

\[
\left\langle\cos^2\frac{\mathbf k\cdot\mathbf R}{2}\right\rangle=\frac{1+s}{2},\qquad
\left\langle\sin^2\frac{\mathbf k\cdot\mathbf R}{2}\right\rangle=\frac{1-s}{2},
\]

while the average of sine times cosine vanishes because it is odd in \(\mathbf k\). Hence \(\{A_\varepsilon,A^\dagger_{\varepsilon'}\}=\delta(\varepsilon-\varepsilon')\rho N_e^2/2\), the same holds for \(B\) with \(N_o^2\), and \(A\) anticommutes with \(B^\dagger\). Dividing by the square roots defines channel operators with \(\{c_\varepsilon,c^\dagger_{\varepsilon'}\}=\delta(\varepsilon-\varepsilon')\):

\[
\psi_{1,2}=\int d\varepsilon\sqrt{\frac{\rho}{2}}\,\bigl[N_e c_{\varepsilon e}\pm N_o c_{\varepsilon o}\bigr],\qquad N_{e,o}^2=1\pm\frac{\sin kR}{kR}.
\]

Each operator contains a single energy, so the band Hamiltonian stays diagonal. All combinations orthogonal to these two decouple.

Now insert the fields into \(H_{\rm int}\). The product \(\psi_1^\dagger\boldsymbol\sigma\psi_1\) carries \(\sqrt{\rho\rho'}/2\), and the explicit spin factor gives another \(1/2\). For site 2 the even-odd products change sign. Same-channel terms therefore multiply \(\mathbf S_1+\mathbf S_2\), and mixed terms multiply \(\mathbf S_1-\mathbf S_2\):

\[
\begin{aligned}
H_{\rm int}=\frac J4\iint\! d\varepsilon\,d\varepsilon'\sqrt{\rho\rho'}\Bigl\{&(\mathbf S_1+\mathbf S_2)\cdot\bigl[N_eN_e'c_e^\dagger\boldsymbol\sigma c_e'+N_oN_o'c_o^\dagger\boldsymbol\sigma c_o'\bigr]\\
&+(\mathbf S_1-\mathbf S_2)\cdot\bigl[N_eN_o'c_e^\dagger\boldsymbol\sigma c_o'+{\rm h.c.}\bigr]\Bigr\}.
\end{aligned}
\]

Primes denote quantities at \(\varepsilon'\). For \(R\to0\), \(N_e^2\to2\) and \(N_o\to0\): a single channel couples to the total spin \(\mathbf S_1+\mathbf S_2\). The singlet then decouples, and one spin-1/2 channel can screen the spin-1 triplet only partly. For \(R\to\infty\) at fixed nonzero \(k\), both norms tend to one. An implementation should give the orbitals \(\psi_{e,o}=(\psi_1\pm\psi_2)/\sqrt2\) the local densities \(\rho N_{e,o}^2\).

## 3. RKKY exchange

Define \(\langle\psi_i^\dagger\psi_j\rangle\) per energy and spin in the filled band as \(\rho_{ij}\). The mapping gives \(\rho_{11}=\rho_{22}=\rho(N_e^2+N_o^2)/2=\rho\) and

\[
\rho_{12}=\rho\,\frac{N_e^2-N_o^2}{2}=\rho s .
\]

In the unpolarized filled sea the first-order energy vanishes. At second order, one vertex moves an electron from \(\varepsilon<0\) to \(\varepsilon'>0\) and the other returns it. The spin sum is \({\rm tr}(\sigma^a\sigma^b)/4=\delta_{ab}/2\), so

\[
H^{(2)}=-\frac{J^2}{2}\sum_{ij}\mathbf S_i\cdot\mathbf S_j
\int_{\varepsilon<0}\!d\varepsilon\int_{\varepsilon'>0}\!d\varepsilon'\,
\frac{\rho_{ij}(\varepsilon)\rho_{ij}(\varepsilon')}{\varepsilon'-\varepsilon}.
\]

Terms with \(i=j\) are constants, since \(\mathbf S_i^2=3/4\). The two orders \(ij=12,21\) cancel the factor \(1/2\):

\[
H_{\rm RKKY}=I\,\mathbf S_1\cdot\mathbf S_2,\qquad
I=-J^2\int_{\varepsilon<0}\!d\varepsilon\int_{\varepsilon'>0}\!d\varepsilon'\,\frac{\rho_{12}(\varepsilon)\rho_{12}(\varepsilon')}{\varepsilon'-\varepsilon}.
\]

Since \(\mathbf S_1\cdot\mathbf S_2\) is \(1/4\) in the triplet and \(-3/4\) in the singlet, \(I=E_{\rm triplet}-E_{\rm singlet}\).

**Frozen norms.** If \(s\) is replaced by its Fermi value \(s_F\), the integrand is non-negative and \(I\le0\) for any \(\rho\). For a flat band on \(-D<\varepsilon<D\), set \(x=-\varepsilon/D\) and \(y=\varepsilon'/D\). The remaining integral is

\[
\int_0^1\!\!\int_0^1\frac{dx\,dy}{x+y}=\int_0^1[\ln(1+x)-\ln x]\,dx=(2\ln2-1)+1=2\ln2,
\]

and hence \(I_{\rm frozen}=-2\ln2\,J^2\rho^2D\,s_F^2\).

**True norms.** In the same flat band write \(s(\pm xD)=a(x)\pm b(x)\) for \(x>0\), and define

\[
\langle f,h\rangle=\int_0^1\!\!\int_0^1\frac{f(x)h(y)}{x+y}\,dx\,dy .
\]

The filled side contributes \(a-b\) and the empty side \(a+b\). The form is symmetric, so the cross terms \(\langle a,b\rangle-\langle b,a\rangle\) cancel:

\[
I=-J^2\rho^2D\,\bigl(\langle a,a\rangle-\langle b,b\rangle\bigr).
\]

Both brackets are non-negative because \(1/(x+y)=\int_0^\infty e^{-t(x+y)}dt\) gives

\[
\langle f,f\rangle=\int_0^\infty dt\left[\int_0^1 f(x)e^{-tx}dx\right]^2\ge0 .
\]

The even part is ferromagnetic and the odd part antiferromagnetic. In this symmetric flat band, antiferromagnetic exchange thus requires norms that differ above and below the Fermi level.

## 4. Quadratic dispersion

For free electrons with contact coupling take \(f=1\) and \(\varepsilon=(k^2-k_F^2)/2m\). The orbital is then not normalized, and \(J\) is an energy times a volume. Using \(\rho_{12}d\varepsilon=k\sin(kR)\,dk/(2\pi^2R)\),

\[
I=-\frac{J^2m}{2\pi^4R^2}\int_0^{k_F}\!dk\,k\sin kR\int_{k_F}^{\infty}\!dk'\frac{k'\sin k'R}{k'^2-k^2}.
\]

The \(k'\) integral can be extended down to zero as a principal value. The added region has both momenta below \(k_F\), where the integrand is antisymmetric under \(k\leftrightarrow k'\) and integrates to zero. Half-residues at \(k'=\pm k\) then give

\[
P\!\int_0^\infty\!dk'\frac{k'\sin k'R}{k'^2-k^2}
=\frac12{\rm Im}\left[i\pi\,\frac{e^{ikR}+e^{-ikR}}{2}\right]=\frac\pi2\cos kR .
\]

With \(z=2k_FR\), integration by parts yields

\[
\int_0^{k_F}\!k\sin kR\cos kR\,dk=\frac12\int_0^{k_F}\!k\sin2kR\,dk=\frac{\sin z-z\cos z}{8R^2}.
\]

Collecting factors and using \(R^4=z^4/(16k_F^4)\),

\[
I=\frac{J^2mk_F^4}{2\pi^3}\,\frac{z\cos z-\sin z}{z^4}.
\]

At large distance this oscillates as \(\cos(2k_FR)/R^3\). Frozen norms in a finite band give \(\sin^2(k_FR)/R^2\), with neither the sign changes nor the right power. As \(R\to0\) the exchange diverges as \(-1/R\), because contact coupling to an unbounded band has no short-distance cutoff. Its first zero, found numerically, is at \(k_FR=2.25\).

## 5. Potential scattering

Consider one electron at the Fermi level above the filled sea. Eliminating intermediate states produces two processes.

In the particle process the electron enters an empty state at site \(j\) and leaves at site \(i\). The impurity order is \(S_i^aS_j^b\), and the energy denominator is \(1/(0-\varepsilon')\) with \(\varepsilon'>0\).

In the hole process the outgoing electron is first lifted from a filled state at site \(i\), and the incoming electron then fills the hole at site \(j\). The impurity order is \(S_j^bS_i^a\). The excitation costs \(|\varepsilon|\), giving \(-1/|\varepsilon|\), and reordering the electron operators gives another minus sign. The product is \(+1/|\varepsilon|=1/(0-\varepsilon)\). Therefore

\[
W=\frac{J^2}{4}\sum_{ij,ab}\psi_i^\dagger\sigma^a\sigma^b\psi_j
\left[S_i^aS_j^b\,g_{ij}^{>}+S_j^bS_i^a\,g_{ij}^{<}\right],\quad
g_{ij}^{\gtrless}=\int_{\varepsilon\gtrless0}\frac{\rho_{ij}(\varepsilon)}{0-\varepsilon}d\varepsilon .
\]

Each part separately needs a cutoff \(E_c\) near \(\varepsilon=0\) whenever \(\rho_{ij}(0)\neq0\). Let \(g_{ij}=g_{ij}^{>}+g_{ij}^{<}\), in which the cutoff is removed as a principal value.

**Same site.** The spin-1/2 algebra gives \(S^aS^b\sigma^a\sigma^b=3/4-\mathbf S\cdot\boldsymbol\sigma\) and \(S^bS^a\sigma^a\sigma^b=3/4+\mathbf S\cdot\boldsymbol\sigma\). The scalar part is \((3/16)J^2g_{11}\). In a flat band the spin part has \(g_{11}^<-g_{11}^>=2\rho\ln(D/E_c)\), which changes the exchange by \(\delta J=\rho J^2\ln(D/E_c)\), the usual Kondo logarithm.

**Different sites.** The impurity operators commute, so the two processes add to the full \(g_{12}\). With \((\boldsymbol\sigma\cdot\mathbf S_i)(\boldsymbol\sigma\cdot\mathbf S_j)=\mathbf S_i\cdot\mathbf S_j+i\boldsymbol\sigma\cdot(\mathbf S_i\times\mathbf S_j)\),

\[
\begin{aligned}
W_{12}=\frac{J^2g_{12}}4\Bigl[&\mathbf S_1\cdot\mathbf S_2\,(\psi_1^\dagger\psi_2+{\rm h.c.})\\
&+i(\mathbf S_1\times\mathbf S_2)\cdot(\psi_1^\dagger\boldsymbol\sigma\psi_2-\psi_2^\dagger\boldsymbol\sigma\psi_1)\Bigr].
\end{aligned}
\]

The cross product is odd under exchange of the impurities. It connects singlet and triplet but has no matrix element within either. In the first term \(\psi_1^\dagger\psi_2+{\rm h.c.}=\psi_e^\dagger\psi_e-\psi_o^\dagger\psi_o\). The scalar potentials \(V_e\psi_e^\dagger\psi_e+V_o\psi_o^\dagger\psi_o\) are therefore

\[
V_{e,o}=J^2\left[\frac3{16}g_{11}\pm\frac14\langle\mathbf S_1\cdot\mathbf S_2\rangle g_{12}\right].
\]

For the singlet, \(V_e=(3/16)J^2(g_{11}-g_{12})\). This combination contains the odd density \(\rho N_o^2\): \(\mathbf S_1+\mathbf S_2\) annihilates a singlet, so an even electron must pass through the odd channel. If the impurities are uncorrelated, \(\langle\mathbf S_1\cdot\mathbf S_2\rangle=0\) and the channel splitting averages to zero.

In the flat symmetric band \(g_{11}=0\). Pairing energies \(\pm xD\) gives

\[
g_{12}=-\rho\int_0^1\frac{s(xD)-s(-xD)}{x}dx=-2\rho\int_0^1\frac{b(x)}{x}dx .
\]

Here the odd part of the norms is the whole source of the potential. A nonzero \(b\) does not guarantee a nonzero integral, so the amplitude can vanish at particular distances. In an asymmetric band \(g_{11}\) can be nonzero, and even a single impurity then produces potential scattering.

## 6. Worked example

The parameters are model values: \(D=1\) eV, \(\rho=1/(2D)=0.5\) eV\(^{-1}\), \(J=0.2\) eV and \(k=k_F(1+\varepsilon/D)\). A flat \(\rho\) with this dispersion requires \(f\propto1/k\), singular at the band bottom and cut sharply at \(2k_F\), so the orbitals are extended: \(\psi_1\) and \(\psi_2\) overlap by 0.23 at \(k_FR=\pi\). The band edges then shape the distance dependence. At large distance \((k_FR)^3I/(J^2\rho^2D)\) approaches \(-(\pi/2)\cos k_FR+(3\pi/8)\cos2k_FR\), not a pure \(2k_F\) oscillation, and the zeros of \(I\) lie at \(k_FR=2.39,\ 4.47,\ 8.45\) against \(2.25,\ 3.86,\ 5.45\) for free electrons. The signs in the table belong to this model. The exchange scale is \(J^2\rho^2D=10\) meV. Integrals were evaluated by Gauss–Legendre quadrature; splitting the square into two triangles and setting the smaller variable to \(ut\), the larger to \(u\), removes the corner singularity.

At \(k_FR=\pi\), \(N_e=N_o=1\) at the Fermi level and the frozen exchange is zero. Away from it,

\[
b(x)=-\frac{\sin\pi x}{\pi(1-x^2)},\qquad a(x)=-x\,b(x).
\]

At \(\varepsilon=-D/2\) the norms are \(N_e^2=1.637\), \(N_o^2=0.363\); at \(+D/2\) they are \(0.788\) and \(1.212\). The even channel dominates below the Fermi level and the odd channel above it. Since \(b\) has one sign and \(|a|<|b|\) inside the interval, the odd part must win. The quadrature gives \(\langle a,a\rangle=0.0376\) and \(\langle b,b\rangle=0.1184\), so

\[
I=-10\,{\rm meV}\times(0.0376-0.1184)=+0.81\,{\rm meV},
\]

equivalent to 9.4 K. For the potential, \(g_{12}=0.5\times1.630=0.815\) eV\(^{-1}\), and in the singlet

\[
V_e=-\frac3{16}(0.2\,{\rm eV})^2(0.815\,{\rm eV}^{-1})=-6.1\,{\rm meV},\qquad V_o=+6.1\,{\rm meV}.
\]

In the triplet the values are \(+2.0\) and \(-2.0\) meV. A potential acting on a local orbital is not a level splitting. Its scattering strength is \(\rho N_e^2|V_e|\approx0.003\), which is weak.

| \(k_FR\) | \(I\) (meV) | \(I_{\rm frozen}\) (meV) | singlet \(V_e\) (meV) |
|---|---|---|---|
| 1 | −9.08 | −9.82 | −2.19 |
| 2 | −1.61 | −2.87 | −5.80 |
| 3 | +0.82 | −0.03 | −6.36 |
| 4 | +0.23 | −0.50 | −3.63 |
| 5 | −0.08 | −0.51 | −0.58 |
| 6 | −0.02 | −0.03 | +0.77 |

Freezing the norms overestimates the magnitude of the exchange by 8% at \(k_FR=1\) and gives the wrong sign at 3 and 4. Root finding places the first sign change at \(k_FR=2.39\). The potential changes sign between 5 and 6, vanishing at \(k_FR=5.28\), where \(I=-0.07\) meV is still nonzero.

## 7. Range of validity and use

The second-order coefficients do not include the growth of the Kondo coupling. At \(E_c=I=0.81\) meV the first relative correction to \(J\) is \(\rho J\ln(D/E_c)=0.1\ln(1000/0.81)\approx0.7\). This logarithm corrects the coupling at the Fermi level. The third-order term of \(I\) itself converges without a cutoff, but it is also large: \(+0.42\) meV at \(k_FR=\pi\), about half the second-order value and of the same sign. The example therefore gives only the second-order signs and bare scales; orders beyond the third are not bounded here, and the final low-temperature values may differ. A nonperturbative impurity solver is needed there.

The potentials also neglect \(I\) in the intermediate energies. For the singlet with \(I>0\), including it replaces \(b(x)/x\) by \(b(x)/(x+I/D)\) in \(g_{12}\). Since \(b(x)/x\) is finite at \(x=0\), this is a small change when \(I\ll D\) and \(b\) varies slowly on the scale \(I/D\).

A calculation that keeps \(\rho N_e^2\) and \(\rho N_o^2\) at all band energies already generates \(I\), \(V_e\) and \(V_o\); adding them by hand would count them twice. If the norms are frozen, the missing exchange at this order is \(I-I_{\rm frozen}\). The missing potential must retain its dependence on \(\mathbf S_1\cdot\mathbf S_2\), and the singlet–triplet term in \(W_{12}\) must be retained when both spin states are accessible.

For a lattice with inversion symmetry about the midpoint of two equivalent sites, \(s\) is replaced by \(\rho_{12}/\rho_{11}\). The channel construction and the second-order formulas then keep their form, but the explicit function \(\sin(kR)/(kR)\) belongs to the isotropic band.
